# Regularized second-order energy from Wegner's flow and from a driven transformation

## Definitions and conventions

Let a Hermitian Hamiltonian with discrete states be split as

$$H=H_0+\lambda V,\qquad H_0|i\rangle=E_i|i\rangle,\qquad \Delta_{ij}=E_i-E_j .$$

The number $\lambda$ counts orders and is set to one at the end. The state $|0\rangle$ is the reference. Its gap to another state $j$ is written

$$\Delta_j=E_0-E_j ,$$

which is negative when $j$ lies above the reference.

A continuous unitary transformation produces a family $H(s)$ with $H(0)=H$. At each $s$ the Hamiltonian is divided into a part $H^{\rm od}$, which is to be removed, and the remainder $H^{\rm d}$. The part $H^{\rm od}$ holds a chosen set of off-diagonal elements; if $ij$ belongs to the set, so does $ji$. It must contain all couplings $0j$ of the reference. It may also contain the couplings among the other states. Wegner's flow is

$$\frac{dH}{ds}=[\eta,H],\qquad \eta=[H^{\rm d},H^{\rm od}].$$

The commutator of two Hermitian matrices is anti-Hermitian, so $\eta^\dagger=-\eta$. The flow is therefore unitary and keeps the eigenvalues of $H$. Since $\eta$ has the dimension of energy squared, $s$ has the dimension of inverse energy squared. It is not a time, and no $\hbar$ enters. Energies below are in hartree, $E_{\rm h}$, or in m$E_{\rm h}$.

Two results are to be derived, at fixed finite $s$. To first order in $\lambda$, the elements in $H^{\rm od}$ decay as $V_{ij}e^{-s\Delta_{ij}^2}$. The second-order energy of the reference is

$$E^{(2)}(s)=\sum_{j\ne0}|V_{0j}|^2\,\frac{1-e^{-2s\Delta_j^2}}{\Delta_j}. \tag{1}$$

The first derivation integrates the flow. The second never uses a differential equation: it prescribes how much coupling is left and solves for the transformation. That is the idea of the driven similarity renormalization group (DSRG).

## First derivation: integrating the flow

Expand the flowing Hamiltonian and the generator:

$$H(s)=H_0+\lambda H_1(s)+\lambda^2H_2(s)+\dots,\qquad \eta=\lambda\eta_1+\lambda^2\eta_2+\dots$$

with $H_1(0)=V$ and $H_2(0)=0$. There is no $\eta_0$, because $H_0$ is diagonal and has no part in $H^{\rm od}$. For the same reason $H_0$ does not flow.

**First order.** The generator is $\eta_1=[H_0,H_1^{\rm od}]$. For a pair $ij$ in the off-diagonal set,

$$(\eta_1)_{ij}=E_i(H_1)_{ij}-(H_1)_{ij}E_j=\Delta_{ij}(H_1)_{ij}.$$

For all other pairs it vanishes. The flow at this order is $dH_1/ds=[\eta_1,H_0]$, so

$$\frac{d(H_1)_{ij}}{ds}=(\eta_1)_{ij}(E_j-E_i)=-\Delta_{ij}^2(H_1)_{ij}.$$

One factor of the gap comes from the generator and the other from the commutator with $H_0$; the minus sign comes from the reversed order $E_j-E_i$. With $H_1(0)=V$ the solution is

$$(H_1)_{ij}(s)=V_{ij}\,e^{-s\Delta_{ij}^2}. \tag{2}$$

Elements outside the set, including the diagonal, stay constant at this order. In particular the first-order energy is $V_{00}$ for every $s$.

Equation (2) gives $s$ its meaning. Couplings across gaps much larger than $s^{-1/2}$ are removed, while those across much smaller gaps are hardly touched. A coupling between degenerate states does not decay at this order.

**Second order.** Collecting the terms in $\lambda^2$ gives

$$\frac{dH_2}{ds}=[\eta_1,H_1]+[\eta_2,H_0].$$

The second commutator has the diagonal element $(\eta_2)_{00}(E_0-E_0)=0$, so $\eta_2$ is not needed for the energy. In the first commutator, $(\eta_1)_{0j}=\Delta_j(H_1)_{0j}$ and $(\eta_1)_{j0}=-\Delta_j(H_1)_{j0}$. Therefore

$$\frac{dE^{(2)}}{ds}=\sum_{j\neq0}\left[(\eta_1)_{0j}(H_1)_{j0}-(H_1)_{0j}(\eta_1)_{j0}\right]
=2\sum_{j\ne0}\Delta_j|V_{0j}|^2e^{-2s\Delta_j^2}.$$

The exponent has doubled because two decaying couplings are multiplied. Since $E^{(2)}(0)=0$, integration gives

$$E^{(2)}(s)=\sum_{j\ne0}2\Delta_j|V_{0j}|^2\,\frac{1-e^{-2s\Delta_j^2}}{2\Delta_j^2},$$

which is equation (1). Couplings among the other states did not enter, so it does not matter here whether they belong to $H^{\rm od}$.

## What the regularized energy does

For $2s\Delta_j^2\gg1$ the exponential is negligible and a term becomes $|V_{0j}|^2/\Delta_j$, the term of Rayleigh–Schrödinger perturbation theory. For $2s\Delta_j^2\ll1$, expanding the exponential gives

$$|V_{0j}|^2\,\frac{1-e^{-2s\Delta_j^2}}{\Delta_j}\simeq 2s\,\Delta_j|V_{0j}|^2 .$$

The term goes to zero with the gap instead of diverging.

The largest magnitude lies in between. Put $x=\sqrt{2s}\,|\Delta_j|$. The factor multiplying $|V_{0j}|^2$ then has magnitude $\sqrt{2s}\,(1-e^{-x^2})/x$. Setting its derivative to zero gives

$$2e^{-x^2}-\frac{1-e^{-x^2}}{x^2}=0\quad\Longrightarrow\quad e^{x^2}=1+2x^2 .$$

The positive root, found numerically, is $x=1.1209$. Inserting $e^{-x^2}=1/(1+2x^2)$ gives the bound

$$\left|\frac{1-e^{-2s\Delta^2}}{\Delta}\right|\le c\sqrt{2s},\qquad c=\frac{2x}{1+2x^2}=0.638. \tag{3}$$

At fixed $s$, no near-degeneracy can make a term larger than $c\sqrt{2s}\,|V_{0j}|^2$. This does not make the term accurate: the contribution of a nearly degenerate state is suppressed, not calculated.

For a single determinant, let $H_0$ be the diagonal part of the Fock operator, with spin-orbital energies $\varepsilon_p$. Let $i,j$ be occupied and $a,b$ empty. The Slater–Condon rules give the coupling $f_{ia}$ to a single excitation and $\langle ij||ab\rangle$ to a double excitation. Higher excitations do not couple to the reference through a two-body Hamiltonian. The gaps are differences of orbital energies, so (1) becomes

$$E^{(2)}(s)=\sum_{ia}|f_{ia}|^2F(\varepsilon_i-\varepsilon_a)
+\sum_{i<j,\;a<b}|\langle ij||ab\rangle|^2F(\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b),$$

with $F(\Delta)=(1-e^{-2s\Delta^2})/\Delta$. For Hartree–Fock orbitals $f_{ia}=0$; if they are also canonical, so that the Fock operator is diagonal, a regularized Møller–Plesset energy remains.

## Second derivation: prescribing the remaining coupling

Now write the transformed Hamiltonian as

$$\bar H=e^{-A}He^{A}=H+[H,A]+\tfrac12[[H,A],A]+\dots,\qquad A^\dagger=-A .$$

Let $A$ connect only the reference with the other states: $A_{j0}=t_j$ and $A_{0j}=-t_j^*$. The transformation is fixed by demanding a definite remaining coupling, the source:

$$\bar H_{j0}=\lambda V_{j0}\,g_j,\qquad g_j=e^{-s\Delta_j^2}. \tag{4}$$

At $s=0$ the source equals the full coupling and $A=0$ satisfies the condition; the solution meant below is the one that continues from it. As $s$ grows, the source drives the coupling to zero wherever the gap is nonzero.

**Amplitudes.** Write $A=\lambda A_1+\lambda^2A_2+\dots$, and let $t_j$ now denote the first-order amplitude. Since

$$[H_0,A_1]_{j0}=(E_j-E_0)t_j=-\Delta_jt_j ,$$

condition (4) at first order reads $V_{j0}-\Delta_jt_j=V_{j0}g_j$. Hence

$$t_j=V_{j0}\,\frac{1-g_j}{\Delta_j}=V_{j0}\,\frac{1-e^{-s\Delta_j^2}}{\Delta_j}. \tag{5}$$

The exponent here is $s\Delta_j^2$, not $2s\Delta_j^2$.

**Energy.** The second-order part of $\bar H_{00}$ is

$$E^{(2)}=[V,A_1]_{00}+\tfrac12[[H_0,A_1],A_1]_{00}.$$

The term $[H_0,A_2]_{00}$ vanishes because $H_0$ is diagonal. The first contribution is

$$[V,A_1]_{00}=\sum_{j\ne0}\left(V_{0j}t_j+t_j^*V_{j0}\right)=2\sum_{j\ne0}|V_{0j}|^2\frac{1-g_j}{\Delta_j}.$$

The plus sign arises because $A_{0j}=-t_j^*$ is subtracted. For the second contribution let $B=[H_0,A_1]$. By (5), $B_{j0}=-\Delta_jt_j=-V_{j0}(1-g_j)$, and $B$ is Hermitian. The same commutator pattern, with $V$ replaced by $B$, gives

$$\tfrac12[B,A_1]_{00}=-\sum_{j\ne0}|V_{0j}|^2\frac{(1-g_j)^2}{\Delta_j}.$$

The sum contains the factor

$$2(1-g_j)-(1-g_j)^2=(1-g_j)(1+g_j)=1-g_j^2=1-e^{-2s\Delta_j^2},$$

and equation (1) follows again.

## What each derivation assumes

Both derivations expand in $\lambda$ at fixed $s$, and both need a diagonal $H_0$. They differ in where the Gaussian comes from. In the flow it is a consequence of the generator. In the driven transformation it is put in through the source. The second algebra would work for any real damping factor $g_j$ and would give $(1-g_j^2)/\Delta_j$; Wegner's flow is what singles out $g_j=e^{-s\Delta_j^2}$.

The agreement can be traced to the generators. The flow builds a unitary $U$ with $dU/ds=\eta U$ and $H(s)=UHU^\dagger$. Comparing with $U=e^{-A}$ gives, at first order,

$$(A_1)_{j0}=-\int_0^s(\eta_1)_{j0}\,ds'=\int_0^s\Delta_jV_{j0}e^{-s'\Delta_j^2}ds'=V_{j0}\frac{1-e^{-s\Delta_j^2}}{\Delta_j},$$

which is (5). These elements determine the second-order reference energy, so the two energies must agree at that order. Nothing forces them to agree beyond it.

**Beyond lowest order in the flow.** Let $d_i=H_{ii}(s)$ and let $H^{\rm od}$ contain all off-diagonal elements. Then $\eta_{ij}=(d_i-d_j)H_{ij}$ without expansion, and

$$\frac{dH_{ij}}{ds}=\sum_k(\eta_{ik}H_{kj}-H_{ik}\eta_{kj})=\sum_k(d_i+d_j-2d_k)H_{ik}H_{kj}. \tag{6}$$

For $i\ne j$, the terms $k=i$ and $k=j$ combine to $-(d_i-d_j)^2H_{ij}$. The other terms are indirect routes through third states. The Gaussian law neglects these routes and the motion of the diagonal elements.

For two levels there are no third states. With $\delta=d_0-d_1$ and a real coupling $v$, equation (6) gives $v'=-\delta^2v$ and $\delta'=4\delta v^2$. Thus $\Omega^2=\delta^2+4v^2$ is constant, since its derivative is $8\delta^2v^2-8\delta^2v^2=0$. For $\delta\neq0$,

$$\frac{d}{ds}\frac v\delta=\frac{v'}{\delta}-\frac{v\delta'}{\delta^2}=-\frac v\delta(\delta^2+4v^2)
\quad\Longrightarrow\quad \frac{v(s)}{\delta(s)}=\frac{v(0)}{\delta(0)}e^{-\Omega^2s}. \tag{7}$$

The initial decay rate of $v$ is $\delta(0)^2$, as in (2). At late times $|\delta|$ approaches $\Omega$ and the rate becomes $\Omega^2$. The Gaussian law holds throughout only if $2|v(0)|\ll|\delta(0)|$. If $\delta(0)=0$, then $v'=\delta'=0$ and the coupling never decays.

**Beyond lowest order with the fixed source.** Equation (4) has its own weakness. At second order its source is zero. The double commutator $[[H_0,A_1],A_1]$ has no $j0$ element, because two matrices that connect only 0 with the other states multiply to one that does not. What remains is

$$W_j-\Delta_jt_j^{(2)}=0,\qquad W_j=[V,A_1]_{j0}=\sum_{k\ne0}V_{jk}t_k-V_{00}t_j .$$

So $t_j^{(2)}=W_j/\Delta_j$ has a bare denominator. The fixed source regularizes the first-order amplitude but not the next one.

The cure is to damp the dressed coupling instead. Let $\tau_j$ be the full amplitude, and require

$$\bar H_{j0}=(\bar H_{j0}+\Delta_j\tau_j)e^{-s\Delta_j^2}. \tag{8}$$

At first order the bracket is $V_{j0}$, so (5) and the energy (1) are unchanged. At second order the bracket is $W_j$, and the condition becomes $W_j-\Delta_jt_j^{(2)}=W_jg_j$. This gives $t_j^{(2)}=W_j(1-g_j)/\Delta_j$, which is regular at zero gap.

## A model with an intruder

Take four states with $E_i=0,\ 0.02,\ 0.5,\ 1.5\,E_{\rm h}$. The couplings of the reference to states 1, 2 and 3 are $0.03$, $0.05$ and $0.08\,E_{\rm h}$. Every coupling among states 1, 2 and 3 is $0.02\,E_{\rm h}$, and $V$ has no diagonal part. State 1 is an intruder: its coupling exceeds its gap.

Without regularization, the three terms are

$$-\frac{0.03^2}{0.02}-\frac{0.05^2}{0.5}-\frac{0.08^2}{1.5}
\;\rightarrow\;-45.0-5.0-4.267=-54.27\ {\rm m}E_{\rm h}.$$

Diagonalization gives $-25.34$ m$E_{\rm h}$. If state 1 is deleted from the model, second-order theory gives $-9.27$ and diagonalization $-8.95$ m$E_{\rm h}$. The overshoot falls from $28.9$ to $0.3$ m$E_{\rm h}$, so nearly all of it is due to the intruder.

At $s=1\,E_{\rm h}^{-2}$ the damping factors $g_j$ are $0.9996$, $0.7788$ and $0.1054$. Multiplying each term by $1-g_j^2$ gives

$$E^{(2)}(1)=-0.036-1.967-4.219=-6.22\ {\rm m}E_{\rm h}=-0.169\ {\rm eV}.$$

The intruder term has almost vanished. It is far below its bound (3), $0.812$ m$E_{\rm h}$, because its gap is far smaller than the one that maximizes the factor. About three fifths of the term of state 2 has been removed as well.

Numerical integration of the full flow gives the reference element $H_{00}(s)$ for comparison:

| $s$ ($E_{\rm h}^{-2}$) | $E^{(2)}(s)$ (m$E_{\rm h}$) | $H_{00}(s)$ (m$E_{\rm h}$) |
|---:|---:|---:|
| 1 | −6.22 | −6.20 |
| 10 | −9.59 | −9.44 |
| 100 | −12.73 | −13.24 |
| 1000 | −34.05 | −25.30 |
| 10000 | −54.25 | −25.34 |

The second-order energy follows the flow while the intruder is left alone, and fails once $s$ is large enough to remove it. At small $s$ the missing energy has not been lost from the full flow: it remains in the coupling still present in $H(s)$.

The couplings show the same limits. At $s=1\,E_{\rm h}^{-2}$ the full flow leaves fractions $0.937$, $0.757$ and $0.105$ of the three reference couplings. The first is well below its Gaussian value $0.9996$. In (6), the indirect routes through states 2 and 3 start with rates

$$(0.02-1.0)(0.05)(0.02)=-0.00098,\qquad(0.02-3.0)(0.08)(0.02)=-0.00477$$

in $E_{\rm h}^3$. Letting their couplings decay by (2), and integrating to $s=1\,E_{\rm h}^{-2}$, multiplies these rates by $0.794$ and $0.223$. The sum is $-0.0018\,E_{\rm h}$, or $-0.061$ of the original $0.03\,E_{\rm h}$. This accounts for nearly all of the difference.

For the reference and intruder alone, $\delta(0)^2=0.0004$ and $\Omega^2=0.0004+4(0.0009)=0.0040\,E_{\rm h}^2$. At $s=100\,E_{\rm h}^{-2}$ the ratio $v/\delta$ has fallen to $e^{-0.4}=0.670$ of its initial value. The coupling itself has fallen to $0.944$, against the Gaussian value $0.961$.

The fixed-source condition (4), solved numerically without expansion at $s=1\,E_{\rm h}^{-2}$, gives $\bar H_{00}=-2.25$ m$E_{\rm h}$, far from $-6.22$. The bare denominator found above explains most of this. Equation (5) gives $t_2=-0.0221$ and $t_3=-0.0477$, so

$$t_1^{(2)}=\frac{0.02(-0.0221-0.0477)}{-0.02}=0.070 .$$

Through $[V,A_2]_{00}$ this shifts the energy by about $2(0.03)(0.070)\,E_{\rm h}=+4.2$ m$E_{\rm h}$; the observed difference is $+4.0$ m$E_{\rm h}$. With the dressed source (8), this amplitude would be multiplied by $1-g_1=0.0004$.

## Treating the intruder as part of the reference

Regularization prevents a divergence, but the second-order formula (1) does not calculate the energy of a strongly coupled state. In the model $E^{(2)}(s)$ meets the exact value only in passing, near $s=550\,E_{\rm h}^{-2}$, on its way from too little to too much; the full flow, which is not expanded, does converge to it. If the treatment is to stay at second order, that state belongs in the reference. Diagonalizing the block of states 0 and 1 gives a lower energy of $-21.62$ m$E_{\rm h}$, with weights $0.658$ and $0.342$. This mixed state is the new reference, and the block eigenvalues become part of $H_0$. The other block state no longer couples to it directly.

The remaining couplings have magnitudes $0.0289$ and $0.0532\,E_{\rm h}$, with gaps $-0.522$ and $-1.522\,E_{\rm h}$. Without regularization,

$$E^{(2)}(\infty)=-\frac{0.0289^2}{0.522}-\frac{0.0532^2}{1.522}\;\rightarrow\;-3.46\ {\rm m}E_{\rm h},$$

and the total is $-25.08$ m$E_{\rm h}$, which is $0.26$ m$E_{\rm h}$ above the lowest eigenvalue. At $s=1\,E_{\rm h}^{-2}$ the correction is $-2.51$ and the total $-24.14$ m$E_{\rm h}$, an error of $1.20$ m$E_{\rm h}$. Here regularization costs accuracy, since no small gap to the reference remains among the direct couplings.

This is the multireference use of (1) in its simplest matrix form. It requires the reference to be an eigenstate of $H_0$ and the excited states to be orthonormal eigenstates. When excitations are generated by operators acting on a correlated many-electron reference, these conditions do not hold automatically. The overlaps and couplings of such states are expectation values of operator products in the reference, that is, reduced density matrices. Equation (1) does not contain them, and that case is not derived here.
